**Mean-width variance of a fin with two rough edges**

For two uncorrelated edges with rms displacement σ and exponential correlation length Λ, the width averaged over a length L has variance 2σ²g(u), where g(u) = 2(u − 1 + e⁻ᵘ)/u² and u = L/Λ. The program asserts that this formula agrees with direct quadrature of the double integral for u from 0.01 to 100, and that the quadrature values obey the short-fin and long-fin bounds. Simulations of 40,000 fins at each of two lengths test the variance between fins, the variance inside a fin and the effect of edge correlation, each to within 3%. Further assertions cover the worst point of the limiting forms, averaging over the fin height, the long-fin limit for Gaussian correlation and the estimate for a nonlinear response. For rough silicon FinFET values (σ = 0.5 nm, Λ = L = 20 nm), the output gives a standard deviation of 0.61 nm on a 7 nm width. It also shows that the limits are reached slowly: 1% accuracy in the variance needs L below about 0.6 nm or above about 2020 nm.

## Numerical verification

```python
# Result under test: a fin has two mutually uncorrelated rough edges, each with
# covariance sigma^2 exp(-|s|/Lambda). The width averaged over a length L has
#     Var = 2 sigma^2 g(u),  g(u) = 2 (u - 1 + exp(-u)) / u^2,  u = L/Lambda,
# with limits 2 sigma^2 (short fin) and 4 sigma^2 Lambda / L (long fin).
# sigma: rms deviation of one edge; Lambda: correlation length along the fin.
# All lengths are in nm. Parameters are rough values for a silicon FinFET.
import numpy as np
from scipy.optimize import brentq

mean_width = 7.0
sigma = 0.5
corr_length = 20.0
gate_length = 20.0
fin_height = 40.0
vertical_corr_length = 20.0
edge_correlation = 0.5


def averaging_factor(u):
    return 2.0 * (u + np.expm1(-u)) / u**2


def variance_formula(length):
    return 2.0 * sigma**2 * averaging_factor(length / corr_length)


nodes, weights = np.polynomial.legendre.leggauss(200)
nodes, weights = 0.5 * (nodes + 1.0), 0.5 * weights


def pair_average(correlation, length):
    """Mean of correlation(|z-z'|) over the square, as twice one triangle."""
    z = length * nodes[:, None]
    z_prime = z * nodes[None, :]
    area = length * weights[:, None] * z * weights[None, :]
    return 2.0 * np.sum(area * correlation(z - z_prime)) / length**2


def exponential(s):
    return np.exp(-s / corr_length)


def gaussian(s):
    return np.exp(-(s / corr_length) ** 2)


# Closed form and rigorous bounds against the double integral of the definition
for u in (0.01, 0.1, 0.5, 1.0, 2.0, 5.0, 10.0, 100.0):
    direct = pair_average(exponential, u * corr_length)
    assert abs(averaging_factor(u) / direct - 1.0) < 1e-9
    slack = 1e-10  # rounding only
    assert 1 - u / 3 - slack <= direct <= 1 - u / 3 + u**2 / 12 + slack
    assert 2 / u - 2 / u**2 - slack <= direct <= 2 / u + slack

# Random edges: exact stationary recursion for an exponential covariance
rng = np.random.default_rng(12345)
n_fins, n_steps = 40000, 200


def simulate(length):
    """Variance of mean width, mean variance inside a fin, correlated case."""
    decay = np.exp(-length / n_steps / corr_length)
    kick = np.sqrt(1.0 - decay**2)
    left = rng.standard_normal(n_fins)
    right = rng.standard_normal(n_fins)
    first, second, first_corr = np.zeros((3, n_fins))
    for k in range(n_steps + 1):
        if k > 0:
            left = decay * left + kick * rng.standard_normal(n_fins)
            right = decay * right + kick * rng.standard_normal(n_fins)
        weight = (0.5 if k in (0, n_steps) else 1.0) / n_steps
        deviation = sigma * (right - left)
        tied_right = (edge_correlation * left
                      + np.sqrt(1 - edge_correlation**2) * right)
        first += weight * deviation
        second += weight * deviation**2
        first_corr += weight * sigma * (tied_right - left)
    return first.var(), np.mean(second - first**2), first_corr.var()


# Sampling error of a variance is sqrt(2/n_fins) = 0.7 %; allow about 4 times it
simulated = {}
for length in (gate_length, 10 * corr_length):
    simulated[length] = simulate(length)
    mean_var, inside_var, tied_var = simulated[length]
    expected = variance_formula(length)
    assert abs(mean_var / expected - 1) < 0.03
    assert abs(inside_var / (2 * sigma**2 - expected) - 1) < 0.03
    assert abs(tied_var / ((1 - edge_correlation) * expected) - 1) < 0.03

# Range of validity of the limiting forms, and their worst point
u_short = brentq(lambda u: 1 / averaging_factor(u) - 1.01, 1e-3, 1.0)
u_long = brentq(lambda u: 2 / u / averaging_factor(u) - 1.01, 10, 1000)
scan = np.linspace(0.1, 20.0, 1991)
overestimate = np.minimum(1.0, 2.0 / scan) / averaging_factor(scan)
u_worst = scan[np.argmax(overestimate)]
assert abs(u_worst - 2.0) < 0.011  # one scan step

# Roughness varying over the height: explicit sum over all pairs of wall points
nz, ny = 30, 40
zz, yy = np.meshgrid((np.arange(nz) + 0.5) * gate_length / nz,
                     (np.arange(ny) + 0.5) * fin_height / ny)
zz, yy = zz.ravel(), yy.ravel()
wall_sum = np.mean(np.exp(-np.abs(zz[:, None] - zz) / corr_length
                          - np.abs(yy[:, None] - yy) / vertical_corr_length))
height_factor = averaging_factor(fin_height / vertical_corr_length)
var_gate = variance_formula(gate_length)
var_height = var_gate * height_factor
# midpoint grid error is about 1e-3
assert abs(2 * sigma**2 * wall_sum / var_height - 1) < 3e-3

# Gaussian correlation function: example value and long-fin limit
var_gauss = 2 * sigma**2 * pair_average(gaussian, gate_length)
long_test = 50 * corr_length
gauss_long = 2 * sigma**2 * pair_average(gaussian, long_test)
gauss_limit = 2 * np.sqrt(np.pi) * sigma**2 * corr_length / long_test
assert abs(gauss_long / gauss_limit - 1) < 0.02  # next term is of order 1/u

# Nonlinear response: confinement energy proportional to 1/width^2
gh_nodes, gh_weights = np.polynomial.hermite_e.hermegauss(20)
gh_weights = gh_weights / gh_weights.sum()


def mean_inverse_square(variance):
    width = mean_width + np.sqrt(variance) * gh_nodes
    assert width.min() > 0
    return np.sum(gh_weights * (mean_width / width) ** 2)


inside_gate = 2 * sigma**2 - var_gate
offset = mean_inverse_square(2 * sigma**2) - mean_inverse_square(var_gate)
offset_estimate = 3 * inside_gate / mean_width**2
# the next order in (roughness/width)^2 is about a tenth of the leading one
assert abs(offset / offset_estimate - 1) < 0.15
linear_spread = 2 * np.sqrt(var_gate) / mean_width

print("INPUTS (rough values, silicon FinFET)")
print(f"mean fin width                     {mean_width:.1f} nm")
print(f"rms deviation of one edge          {sigma:.2f} nm")
print(f"correlation length along fin       {corr_length:.1f} nm")
print(f"gated length                       {gate_length:.1f} nm")
print("GATED FIN")
print(f"u = L/Lambda                       {gate_length/corr_length:.3f}")
print(f"averaging factor g(u)         {averaging_factor(gate_length/corr_length):.4f}")
print(f"variance of local width            {2*sigma**2:.4f} nm^2")
print(f"sd of local width                  {np.sqrt(2)*sigma:.4f} nm")
print(f"variance of mean width             {var_gate:.4f} nm^2")
print(f"sd of mean width                   {np.sqrt(var_gate):.4f} nm")
print(f"sd relative to mean width          {100*np.sqrt(var_gate)/mean_width:.2f} %")
print(f"simulated variance of mean width   {simulated[gate_length][0]:.4f} nm^2")
print(f"number of simulated fins           {n_fins}")
print("LENGTH TABLE: L (nm), variance, short limit, long limit (nm^2), sd (nm)")
for length in (2.0, 20.0, 200.0, 2000.0):
    v = variance_formula(length)
    print(f"{length:7.0f} {v:10.5f} {2*sigma**2:10.5f} "
          f"{4*sigma**2*corr_length/length:10.5f} {np.sqrt(v):9.4f}")
print("VALIDITY OF THE LIMITS (error of the variance)")
print(f"short limit 1 % high at L/Lambda = {u_short:.4f}, L = {u_short*corr_length:.3f} nm")
print(f"long limit 1 % high at L/Lambda =  {u_long:.2f}, L = {u_long*corr_length:.0f} nm")
print(f"worst point of smaller limit: L/Lambda = {u_worst:.2f}, L = {u_worst*corr_length:.1f} nm")
print(f"g at L/Lambda = 2                  {averaging_factor(2.0):.4f}")
print(f"largest overestimate, factor       {overestimate.max():.3f}")
print("NEGLECTED EFFECTS, GATED FIN")
print(f"fin height                         {fin_height:.1f} nm")
print(f"vertical correlation length        {vertical_corr_length:.1f} nm")
print(f"height averaging factor            {height_factor:.4f}")
print(f"sd of mean width with height       {np.sqrt(var_height):.4f} nm")
print(f"edge correlation coefficient       {edge_correlation:.2f}")
print(f"sd with correlated edges           {np.sqrt((1-edge_correlation)*var_gate):.4f} nm")
print(f"sd with Gaussian correlation       {np.sqrt(var_gauss):.4f} nm")
print(f"variance left inside a fin         {inside_gate:.4f} nm^2")
print(f"rms width variation inside a fin   {np.sqrt(inside_gate):.4f} nm")
print(f"simulated variance inside a fin    {simulated[gate_length][1]:.4f} nm^2")
print(f"relative confinement-energy spread {100*linear_spread:.2f} %")
print(f"nonlinear energy offset, computed  {100*offset:.2f} %")
print(f"nonlinear energy offset, estimate  {100*offset_estimate:.2f} %")
print("all tests passed")
```

Running it gives:

```
INPUTS (rough values, silicon FinFET)
mean fin width                     7.0 nm
rms deviation of one edge          0.50 nm
correlation length along fin       20.0 nm
gated length                       20.0 nm
GATED FIN
u = L/Lambda                       1.000
averaging factor g(u)         0.7358
variance of local width            0.5000 nm^2
sd of local width                  0.7071 nm
variance of mean width             0.3679 nm^2
sd of mean width                   0.6065 nm
sd relative to mean width          8.66 %
simulated variance of mean width   0.3653 nm^2
number of simulated fins           40000
LENGTH TABLE: L (nm), variance, short limit, long limit (nm^2), sd (nm)
      2    0.48374    0.50000   10.00000    0.6955
     20    0.36788    0.50000    1.00000    0.6065
    200    0.09000    0.50000    0.10000    0.3000
   2000    0.00990    0.50000    0.01000    0.0995
VALIDITY OF THE LIMITS (error of the variance)
short limit 1 % high at L/Lambda = 0.0299, L = 0.599 nm
long limit 1 % high at L/Lambda =  101.00, L = 2020 nm
worst point of smaller limit: L/Lambda = 2.00, L = 40.0 nm
g at L/Lambda = 2                  0.5677
largest overestimate, factor       1.762
NEGLECTED EFFECTS, GATED FIN
fin height                         40.0 nm
vertical correlation length        20.0 nm
height averaging factor            0.5677
sd of mean width with height       0.4570 nm
edge correlation coefficient       0.50
sd with correlated edges           0.4289 nm
sd with Gaussian correlation       0.6563 nm
variance left inside a fin         0.1321 nm^2
rms width variation inside a fin   0.3635 nm
simulated variance inside a fin    0.1323 nm^2
relative confinement-energy spread 17.33 %
nonlinear energy offset, computed  0.89 %
nonlinear energy offset, estimate  0.81 %
all tests passed
```
